**Secondary Dirac crossings in a weak triangular moire: numerical tests**

In a scalar triangular moire of period L, the Dirac cone of graphene has secondary crossings at the edge midpoints M of the moire zone, near ±E_M with E_M = ħvG/2 and G = 4π/(√3 L). Here v is the Dirac velocity, G the shortest moire reciprocal vector length, and V the Fourier coefficient of the potential. The program diagonalizes the one-valley Dirac Hamiltonian in plane waves and asserts the position of the crossing, its twofold degeneracy, the second-order shift ∓2V²/E_M, and the velocities v along G and v|V|/E_M across it. It also asserts the three-level pattern at the zone corners, the overlap of the first two minibands, and the leading-order splitting at M by sublattice-odd and hopping-type moire terms. A separate tight-binding calculation tests the trigonal-warping estimate. For L = 14 nm and v = 1e6 m/s the output gives E_M = 170.6 meV, and for V = 10 meV the diagonalized crossings lie at about ±169.4 meV from the primary Dirac point. The minibands overlap by 17.1 meV for electrons and 21.5 meV for holes, so the crossings are not isolated in energy.

## Program and output

```python
# Result under test: in a weak scalar triangular moire of period L, the Dirac
# cone of graphene has secondary crossings at the moire-zone edge midpoints M,
# at energies +-E_M with E_M = hbar v G/2 and G = 4 pi/(sqrt(3) L).
# V: Fourier coefficient of the scalar potential on the six shortest G vectors.
# mass: coefficient of a sublattice-odd moire term (sigma_z).
# hop: coefficient of a hopping-type moire term (in-plane sigma, across G).
# Energies are in eV, lengths in nm, wave vectors in 1/nm.
import numpy as np
from scipy.constants import hbar, e, k as k_boltzmann

L = 14.0
v = 1.0e6
V = 0.010
hv = hbar * v / e * 1e9
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)

lattice = L * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])
recip = 2 * np.pi * np.linalg.inv(lattice).T
star = [(1, 0), (1, 1), (0, 1), (-1, 0), (-1, -1), (0, -1)]
G = 4 * np.pi / (np.sqrt(3) * L)
for s in star:
    assert abs(np.linalg.norm(np.array(s) @ recip) - G) < 1e-12
M = recip[0] / 2
corner = (2 * recip[0] + recip[1]) / 3
E_M = hv * G / 2
E_corner = hv * G / np.sqrt(3)


def bands(k, V, mass=0.0, hop=0.0, center=None, cutoff=4.2):
    """Return three electron levels and three hole levels, nearest zero first."""
    center = k if center is None else center
    waves = [(i, j) for i in range(-7, 8) for j in range(-7, 8)
             if np.linalg.norm(center + np.array([i, j]) @ recip) < cutoff * G]
    index = {w: n for n, w in enumerate(waves)}
    N = len(waves)
    H = np.zeros((2 * N, 2 * N), complex)
    couplings = []
    for j, s in enumerate(star):
        g = np.array(s) @ recip / G
        across = -g[1] * sx + g[0] * sy
        couplings.append(V * np.eye(2) + mass * sz + hop * (-1) ** j * across)
    for w, n in index.items():
        p = k + np.array(w) @ recip
        H[2*n:2*n+2, 2*n:2*n+2] = hv * (p[0] * sx + p[1] * sy)
        for s, c in zip(star, couplings):
            m = index.get((w[0] + s[0], w[1] + s[1]))
            if m is not None:
                H[2*m:2*m+2, 2*n:2*n+2] = c
    assert np.allclose(H, H.conj().T)
    E = np.linalg.eigvalsh(H)
    return E[N:N+3], E[N-3:N][::-1]


# Position of the crossing on the line from the zone centre through M
fractions = np.linspace(0.3, 0.7, 41)
gaps = []
for f in fractions:
    levels = bands(2 * f * M, V, center=M)[0]
    gaps.append(levels[1] - levels[0])
assert abs(fractions[np.argmin(gaps)] - 0.5) < 1e-9

# Exact degeneracy at M, and distance from the primary Dirac point
up, down = bands(M, V)
assert abs(up[1] - up[0]) < 1e-10 and abs(down[1] - down[0]) < 1e-10
up0, down0 = bands(np.zeros(2), V)
assert abs(up0[0] - down0[0]) < 1e-10
primary = up0[0]
electron_M = up[0] - primary
hole_M = down[0] - primary
assert abs(electron_M - E_M) < 0.02 * E_M
assert abs(hole_M + E_M) < 0.02 * E_M
assert abs(E_M - 0.17) < 0.005

# Second-order shift; the mean over both signs of V removes odd orders
small = 0.002
for side, sign in ((0, 1), (1, -1)):
    mean = (bands(M, small)[side][0] + bands(M, -small)[side][0]) / 2
    predicted = -sign * 2 * small**2 / E_M
    assert abs((mean - sign * E_M) / predicted - 1) < 0.01
shift = -2 * V**2 / E_M

# Speeds along and across G, as fractions of v
along = M / np.linalg.norm(M)
across_G = np.array([-along[1], along[0]])


def speed_ratio(direction, V, side=0, q=1e-3):
    levels = bands(M + q * direction, V, center=M)[side]
    return abs(levels[1] - levels[0]) / (2 * q * hv)


tiny = 0.0005
mean_speed = (speed_ratio(across_G, tiny) + speed_ratio(across_G, -tiny)) / 2
assert abs(mean_speed / (tiny / E_M) - 1) < 0.02
assert abs(speed_ratio(along, tiny) - 1) < 0.01
speed_electron = speed_ratio(across_G, V, 0)
speed_hole = speed_ratio(across_G, V, 1)

# Corner triplet: one level at -V and two at +V/2 around the bare energy
trial = 0.001
triplet = bands(corner, trial)[0] - E_corner
assert np.allclose(triplet, [-trial, trial / 2, trial / 2], atol=5e-5)
corner_levels = bands(corner, V)[0] - primary

# Overlap of the first two minibands over the whole moire zone
n_grid = 24
electron, hole = [], []
for i in range(n_grid):
    for j in range(n_grid):
        point = np.array([i, j]) / n_grid @ recip
        a, b = bands(point, V, cutoff=3.2)
        electron.append(a[:2])
        hole.append(b[:2])
electron, hole = np.array(electron), np.array(hole)
overlap_electron = electron[:, 0].max() - electron[:, 1].min()
overlap_hole = hole[:, 1].max() - hole[:, 0].min()
assert overlap_electron > 0 and overlap_hole > 0

# Splitting by moire terms that act on the sublattice
weak = 0.0002
local = []
for qx in np.linspace(-0.01, 0.01, 9):
    for qy in np.linspace(-0.01, 0.01, 9):
        q = qx * along + qy * across_G
        levels = bands(M + q, weak, mass=weak, center=M)[0]
        local.append(levels[1] - levels[0])
assert abs(min(local) / (2 * weak) - 1) < 0.03
levels = bands(M, weak, hop=weak)[0]
assert abs((levels[1] - levels[0]) / (2 * weak) - 1) < 0.03
extra = 0.005
levels = bands(M, V, mass=extra)[0]
split_mass = levels[1] - levels[0]
levels = bands(M, V, hop=extra)[0]
split_hop = levels[1] - levels[0]

# Trigonal warping from nearest-neighbour tight binding with the same v
a0 = 0.246
t = 2 * hv / (np.sqrt(3) * a0)


def tight_binding(angle):
    p = np.array([4 * np.pi / (3 * a0), 0.0])
    p = p + G / 2 * np.array([np.cos(angle), np.sin(angle)])
    a1 = a0 * np.array([0.5, np.sqrt(3) / 2])
    a2 = a0 * np.array([-0.5, np.sqrt(3) / 2])
    return t * abs(1 + np.exp(1j * p @ a1) + np.exp(1j * p @ a2))


half_difference = abs(tight_binding(0) - tight_binding(np.pi)) / 2
assert abs(half_difference / (E_M * G / 2 * a0 / (4 * np.sqrt(3))) - 1) < 0.01
angles = np.linspace(0, 2 * np.pi, 361)
warp_max = max(abs(tight_binding(x) - E_M) for x in angles)
# For aligned lattices the moire G vectors lie 30 degrees from the K direction
warp_aligned = max(abs(tight_binding(np.pi / 6 + n * np.pi / 3) - E_M)
                   for n in range(6))
assert warp_aligned < 0.1 * warp_max

# Carrier densities, with spin and valley degeneracy four
cell_area = abs(np.linalg.det(lattice))
n_full = 4 / cell_area
assert abs(n_full - 8 / (np.sqrt(3) * L**2)) < 1e-12
n_cone = (G / 2)**2 / np.pi
E_full = hv * np.sqrt(np.pi * n_full)

print(f"moire period L = {L:.1f} nm")
print(f"Dirac velocity v = {v:.2e} m/s")
print(f"hbar v = {hv:.4f} eV nm")
print(f"moire coefficient V = {V*1e3:.1f} meV")
print(f"shortest reciprocal vector G = {G:.4f} 1/nm")
print(f"wave vector at M, G/2 = {G/2:.4f} 1/nm")
print(f"electron wavelength at M = {4*np.pi/G:.2f} nm")
print(f"spacing of moire rows = {2*np.pi/G:.2f} nm")
print(f"secondary Dirac energy E_M = {E_M:.4f} eV")
print(f"secondary Dirac energy E_M = {E_M*1e3:.1f} meV")
print(f"weakness ratio V/E_M = {V/E_M:.4f}")
print(f"second-order electron shift = {shift*1e3:.2f} meV")
print(f"electron crossing, diagonalized = {electron_M*1e3:.2f} meV")
print(f"hole crossing, diagonalized = {hole_M*1e3:.2f} meV")
print(f"shift of primary Dirac point = {primary*1e3:.3f} meV")
print(f"cross speed / v, leading order = {V/E_M:.4f}")
print(f"cross speed / v, electron side = {speed_electron:.4f}")
print(f"cross speed / v, hole side = {speed_hole:.4f}")
print(f"bare corner energy = {E_corner*1e3:.1f} meV")
for n, level in enumerate(corner_levels, 1):
    print(f"electron corner level {n} = {level*1e3:.1f} meV")
print(f"electron miniband overlap = {overlap_electron*1e3:.1f} meV")
print(f"hole miniband overlap = {overlap_hole*1e3:.1f} meV")
print(f"moire cell area = {cell_area:.1f} nm^2")
print(f"density, four per cell = {n_full*1e2:.2f} x 10^12 cm^-2")
print(f"density, bare cone to E_M = {n_cone*1e2:.2f} x 10^12 cm^-2")
print(f"bare-cone energy at four per cell = {E_full*1e3:.1f} meV")
print(f"graphene lattice constant (rough) = {a0:.3f} nm")
print(f"largest warping change, any direction = {warp_max*1e3:.2f} meV")
print(f"warping change, aligned moire = {warp_aligned*1e3:.3f} meV")
print(f"extra moire coefficient = {extra*1e3:.1f} meV")
print(f"splitting at M, sublattice-odd term = {split_mass*1e3:.2f} meV")
print(f"splitting at M, hopping-type term = {split_hop*1e3:.2f} meV")
for T in (4, 300):
    print(f"thermal energy kT at {T} K = {k_boltzmann*T/e*1e3:.2f} meV")
print(f"E_M with v raised 10 percent = {1.1*E_M*1e3:.1f} meV")
print("every check passed")
```

Output:

```
moire period L = 14.0 nm
Dirac velocity v = 1.00e+06 m/s
hbar v = 0.6582 eV nm
moire coefficient V = 10.0 meV
shortest reciprocal vector G = 0.5182 1/nm
wave vector at M, G/2 = 0.2591 1/nm
electron wavelength at M = 24.25 nm
spacing of moire rows = 12.12 nm
secondary Dirac energy E_M = 0.1706 eV
secondary Dirac energy E_M = 170.6 meV
weakness ratio V/E_M = 0.0586
second-order electron shift = -1.17 meV
electron crossing, diagonalized = 169.40 meV
hole crossing, diagonalized = -169.36 meV
shift of primary Dirac point = 0.052 meV
cross speed / v, leading order = 0.0586
cross speed / v, electron side = 0.0614
cross speed / v, hole side = 0.0546
bare corner energy = 196.9 meV
electron corner level 1 = 186.5 meV
electron corner level 2 = 200.8 meV
electron corner level 3 = 200.8 meV
electron miniband overlap = 17.1 meV
hole miniband overlap = 21.5 meV
moire cell area = 169.7 nm^2
density, four per cell = 2.36 x 10^12 cm^-2
density, bare cone to E_M = 2.14 x 10^12 cm^-2
bare-cone energy at four per cell = 179.1 meV
graphene lattice constant (rough) = 0.246 nm
largest warping change, any direction = 1.60 meV
warping change, aligned moire = 0.022 meV
extra moire coefficient = 5.0 meV
splitting at M, sublattice-odd term = 8.72 meV
splitting at M, hopping-type term = 12.21 meV
thermal energy kT at 4 K = 0.34 meV
thermal energy kT at 300 K = 25.85 meV
E_M with v raised 10 percent = 187.6 meV
every check passed
```
